# Core-hole relaxation in N2: localized delta-SCF holes and symmetric G0W0 orbitals

**Q:** I measure the N 1s line of N2. In delta-SCF, where I subtract the Hartree-Fock energy of the molecule from that of the ion, my answer depends on whether the hole sits in the symmetric $1\sigma_g$ orbital or on one atom. Does the localized orbital simply have a different energy?

**A:** No. Call the two core orbitals $g$ and $u$, take them real, and define

$$a=\frac{g+u}{\sqrt2},\qquad b=\frac{g-u}{\sqrt2},$$

which sit on one atom each. Remove one electron from an orbital $h$ and freeze the rest. The Hartree-Fock energy is quadratic in the density matrix, so

$$E_{\rm ion}-E_0=-F_{hh}+\tfrac12\left[(hh|hh)-(hh|hh)\right]=-F_{hh}.$$

Here $F$ is the Fock operator of the molecule and $(pq|rs)$ is the Coulomb integral between the products $pq$ and $rs$. The bracket is the Coulomb minus the exchange energy of one electron with itself. Since $F$ is diagonal in $g$ and $u$, $F_{aa}=(\varepsilon_g+\varepsilon_u)/2$.

I computed N2 without relativity at a bond length of 1.10 Å, in the cc-pVTZ basis with its contractions removed. The orbital energies are $-426.73$ and $-426.64$ eV, so the frozen localized hole costs 426.68 eV. Localization changes the frozen energy by only 0.05 eV.

**Q:** Then the difference must come from relaxation. How large is it?

**A:** I let all orbitals of the ion relax in unrestricted Hartree-Fock, once with inversion symmetry enforced and once with the hole starting on one atom.

- Symmetric $g$ hole: binding energy 419.22 eV, relaxation 7.51 eV.
- Localized hole: binding energy 409.37 eV, relaxation 17.31 eV.

The symmetric hole obtains 43% of the localized relaxation. The last digits depend on the basis. In uncontracted cc-pVQZ the orbital energies drop by about 0.03 eV, the binding energies become 419.19 and 409.33 eV, and the relaxations 7.57 and 17.38 eV. The ratio moves only from 0.434 to 0.435.

**Q:** Why about half? The same charge has been removed.

**A:** Relaxation is quadratic in the hole charge at leading order. To show this in a form that also serves for GW, I describe the response of the electrons by the random-phase approximation (RPA) with Coulomb coupling and no exchange.

Let $x$ label an excitation from an occupied to an empty orbital, with orbital-energy difference $\Delta_x$. Treat its spin-singlet combination as a boson $b_x$. The combination of two spins gives its density amplitude a factor $\sqrt2$, so the Coulomb energy $\tfrac12\sum\rho_x\rho_y(x|y)$ becomes

$$H_0=\sum_x\Delta_x b_x^\dagger b_x+\sum_{xy}(x|y)(b_x+b_x^\dagger)(b_y+b_y^\dagger).$$

With coordinates $q_x=(b_x+b_x^\dagger)/\sqrt{2\Delta_x}$ these are coupled oscillators, whose squared frequencies are the eigenvalues of

$$\Delta_x^2\delta_{xy}+4\sqrt{\Delta_x}\,(x|y)\sqrt{\Delta_y}.$$

Call the eigenvalues $\Omega_s^2$, the eigenvectors $Z_{xs}$ and the new bosons $B_s$. Transforming back gives $b_x+b_x^\dagger=\sum_s\sqrt{\Delta_x/\Omega_s}\,Z_{xs}(B_s+B_s^\dagger)$. An orbital product $pn$ therefore couples to mode $s$ with strength

$$w_{pn}^s=\sqrt2\sum_x(pn|x)\sqrt{\frac{\Delta_x}{\Omega_s}}\,Z_{xs}.$$

A hole has the opposite charge to an electron, so the ion is described by

$$H=-\sum_n\varepsilon_n|n\rangle\langle n|+\sum_s\Omega_sB_s^\dagger B_s-\sum_{pn,s}w_{pn}^s|p\rangle\langle n|(B_s+B_s^\dagger),$$

where $|n\rangle$ means a hole in orbital $n$ and zero-point energy is dropped.

In a single determinant the hole occupies one fixed orbital $h$, and the other electrons feel its average charge. If mode $s$ is displaced by $\beta_s$, the energy changes by $\Omega_s\beta_s^2-2w_{hh}^s\beta_s$. The minimum is at $\beta_s=w_{hh}^s/\Omega_s$, and the energy gained is

$$R_{hh}=\sum_s\frac{(w_{hh}^s)^2}{\Omega_s}.$$

The products $ab$ are very small, because the two 1s orbitals hardly overlap. Neglecting them gives

$$gg=uu=\tfrac12(aa+bb),\qquad gu=\tfrac12(aa-bb).$$

The symmetric hole is thus half a charge on each atom. With $R_{ab}=\sum_s w_{aa}^sw_{bb}^s/\Omega_s$ and $R_{bb}=R_{aa}$,

$$R_{\rm even}\equiv R_{gg}=\tfrac14(R_{aa}+R_{bb}+2R_{ab})=\tfrac12(R_{aa}+R_{ab}).$$

Each half charge earns a quarter of the atomic relaxation, and there are two of them. The cross term is how the polarization made by one half helps or hinders the other.

**Q:** Where is the missing half?

**A:** In modes that are odd under inversion. The product $gg$ is even and drives even modes. The product $gu$ is odd and drives odd modes. From the relations above, $aa=gg+gu$, hence $w_{aa}^s=w_{gg}^s+w_{gu}^s$. For any given mode one of the two terms vanishes, so squaring leaves no cross term:

$$R_{aa}=R_{\rm even}+R_{\rm odd},\qquad R_{\rm odd}=\sum_s\frac{(w_{gu}^s)^2}{\Omega_s}=\tfrac12(R_{aa}-R_{ab}).$$

A localized hole pulls electrons toward its own atom, which is a polarization with both even and odd parts. A symmetric determinant has zero average odd polarization, so it loses $R_{\rm odd}$.

**Q:** But N2 has inversion symmetry. Is the localized answer not an artefact?

**A:** Its broken symmetry is an artefact, but its energy gain is physical. An ionic state of good parity can be written approximately as

$$\frac{|a\rangle|P_a\rangle\pm|b\rangle|P_b\rangle}{\sqrt2},$$

where $P_a$ is the electron cloud polarized toward atom $a$. The hole is equally likely on either atom, yet the cloud follows it. The average odd polarization vanishes, while its correlation with the hole position does not. One symmetric determinant cannot hold this correlation. A localized determinant obtains the energy by choosing one of the two terms. Delta-SCF needs localization because it is restricted to one determinant.

**Q:** G0W0 starts from the symmetric $g$ and $u$. How can it know about $P_a$?

**A:** The self-energy is the convolution

$$\Sigma(\omega)=\frac{i}{2\pi}\int d\omega'\,G_0(\omega+\omega')\,W(\omega').$$

The bare Coulomb part of $W$ gives the exchange already present in Hartree-Fock. The remaining part, for the orbital product $gn$, is

$$W_c(\omega')=\sum_s(w_{gn}^s)^2\left[\frac1{\omega'-\Omega_s+i0}-\frac1{\omega'+\Omega_s-i0}\right].$$

For occupied $n$, the pole of $G_0$ lies in the upper half plane. Closing the contour below picks up $\omega'=\Omega_s$. For empty $n$ the roles are reversed, and $\omega'=-\Omega_s$ contributes. The result is

$$\Sigma_g(\omega)=\sum_{n\,\rm occ}\sum_s\frac{(w_{gn}^s)^2}{\omega-\varepsilon_n+\Omega_s}+\sum_{n\,\rm empty}\sum_s\frac{(w_{gn}^s)^2}{\omega-\varepsilon_n-\Omega_s}.$$

The sum over $n$ contains both core orbitals. Evaluate it on shell, at $\omega=\varepsilon_g$. The term $n=g$ is $R_{\rm even}$. The term $n=u$ has denominators $\Omega_s+\varepsilon_g-\varepsilon_u$, which differ from $\Omega_s$ by 0.09 eV, so it is very nearly $R_{\rm odd}$. Together they give the relaxation of the localized hole.

The $n=u$ term describes a hole in $u$ accompanied by an odd excitation. Odd times odd is even, so this state may mix with a bare hole in $g$. That mixture is how the cloud comes to follow the hole. For the $u$ level the two orbitals exchange roles.

**Q:** What are the numbers?

**A:** In RPA, $R_{aa}=14.01$ eV and $R_{ab}=-0.43$ eV. The half-charge formula gives

$$R_{\rm even}=\tfrac12(14.01-0.43)=6.79\ \text{eV}.$$

The self-energy terms are 6.79 eV from the hole in $g$ and 7.23 eV from the hole in $u$, in total 14.02 eV. In uncontracted cc-pVQZ these numbers move by up to 0.08 eV: $R_{aa}=14.09$ eV, $R_{ab}=-0.37$ eV, and the two terms are 6.86 and 7.24 eV.

**Q:** That is less than the 17.31 eV from delta-SCF. In what sense is it full?

**A:** Both parity channels are present, within linear RPA screening. The response itself is weaker than in delta-SCF. If exchange is included in the hole potential and in the linear response, the localized relaxation becomes 16.32 eV. The remaining 0.99 eV of the delta-SCF value lies beyond second order in the hole charge.

You can see the higher orders by removing a fraction $q$ of the localized electron. The relaxation divided by $q^2$ is 16.71, 17.02 and 17.31 eV for $q=0.25$, 0.5 and 1. A parabola through these points reaches 16.30 eV at $q=0$.

**Q:** And the binding energy?

**A:** On shell, the other occupied orbitals add 0.25 eV to $\Sigma_g$ and the empty ones add $-1.86$ eV. The binding energy is minus the corrected level:

$$426.73-14.02-0.25+1.86=414.32\ \text{eV}.$$

This is still about 5 eV above localized delta-SCF. About 3.3 eV of that comes from the weaker relaxation and 1.6 eV from the other orbitals in $\Sigma_g$. The second part is the less converged one. The empty-orbital term is $-1.97$ eV in uncontracted cc-pVQZ and $-2.10$ eV in uncontracted cc-pCVTZ. In the latter a discrete pole lies close to $\varepsilon_g$, and the on-shell binding energy is 414.96 eV without broadening and 414.46 eV with a broadening of 0.54 eV.

The usual quasiparticle equation, $\omega=\varepsilon_g+\Sigma_g(\omega)$, gives 416.0 eV. I solved it by iteration, with a broadening of 0.54 eV to smooth weak poles that a finite basis makes discrete. Broadenings from 0.14 to 1.1 eV change the result by 0.01 eV. The basis matters more: uncontracted cc-pVQZ gives 416.1 eV and uncontracted cc-pCVTZ gives 416.2 eV. The solution lies 10.7 eV above $\varepsilon_g$, which enlarges the core denominators from about $\Omega_s$ to $\Omega_s+10.7$ eV. The two core terms fall to 5.95 and 6.36 eV. Both channels survive, but ordinary G0W0 on Hartree-Fock does not deliver their full strength.

**Q:** Can you show that the opposite-parity hole is responsible?

**A:** Delete the $n=u$ term and solve the equation again. The $1\sigma_g$ binding energy rises from 416.0 to 422.0 eV. The rise of 6.0 eV is a little smaller than the deleted 6.36 eV because the solution moves closer to $\varepsilon_g$, where the remaining $n=g$ term is larger by 0.43 eV, while the other terms together fall by about 0.08 eV. In the two larger bases the rise is 5.9 eV.

**Q:** Is the weakening in the quasiparticle equation real physics?

**A:** A small model suggests that it is not. Put one hole on two sites, with hopping $t$ and one boson of energy $\Omega$ per site, coupled with strength $\lambda$ when the hole is there. For $t\to0$ the hole stays put, its boson is displaced by $\lambda/\Omega$ in magnitude, and the exact relaxation is $\lambda^2/\Omega$. A symmetric mean field displaces both bosons by half as much and gains $2(\lambda/2)^2/\Omega=\lambda^2/(2\Omega)$.

G0W0 allows at most one boson here. Its relaxation $D$ obeys, for the lower, even state,

$$D=\frac{\lambda^2/2}{\Omega+D}+\frac{\lambda^2/2}{\Omega+D+2t}.$$

The second term is the opposite-parity channel. In N2 the lower hole state is $u$, so this equation corresponds to the $u$ level, and for the $g$ level $2t$ enters with the opposite sign. In the exact problem, the state with one boson present relaxes too, through states with more bosons. That lowers its energy and removes the extra $D$ from the denominator when $t\to0$.

For $\lambda=0.6\,\Omega$ and $t=0.01\,\Omega$, numerical diagonalization gives an exact relaxation of $0.360\,\Omega$, averaged over the two parities. The mean field gives $0.180\,\Omega$ and G0W0 gives $0.279\,\Omega$. On-shell evaluation restores $\lambda^2/\Omega$ for small $t$, but it does not supply the exchange or nonlinear response missing in N2. The model coupling $\lambda^2/\Omega^2=0.36$ is about twice its N2 counterpart, $\sum_s(w_{aa}^s/\Omega_s)^2=0.19$. The model accordingly loses 22% of the relaxation, while the two core terms in N2 lose 12%.

The exact even and odd states remain split, by $0.014\,\Omega$. For small $t$ the splitting is $2t\,e^{-\lambda^2/\Omega^2}$: when the hole hops, both boson clouds must rearrange, and their overlap reduces the hopping.

**Q:** When would a symmetric determinant be good enough?

**A:** Two limits favour it. If $2t$ is much larger than both $\Omega$ and the localized relaxation $\lambda^2/\Omega$, the hole moves faster than the cloud can follow, and the cloud is too weak to trap it on one atom. The second term above becomes small, and the symmetric mean field is then the right starting point for the lower state. If instead the surroundings respond identically to a hole on either atom, $R_{ab}=R_{aa}$ and $R_{\rm odd}=0$, so nothing is lost.

The N2 core is far from both. Its $g$-$u$ splitting is 0.09 eV, and $R_{ab}$ is small and negative. For your line, use a localized hole in delta-SCF. In GW keep the symmetric orbitals, retain both core holes in the sum, and judge the starting point and screening separately. These calculations also omit relativity, nuclear vibration, the remaining basis error, and vertex corrections to GW.
